X-Ray Scattering by Hydrogen and Electron Pair Correlation in Helium

**The problem**

An X-ray photon scatters from a free atom in its ground state, and its wave vector changes by q. Some photons leave the atom in its ground state (elastic, or coherent, scattering); others leave it excited or ionized (incoherent scattering).

(a) Find the elastic form factor F and the incoherent function S of hydrogen.

(b) For helium, find the total intensity I, elastic plus incoherent. Is it fixed once the electron density is known?

The nucleus is fixed and the electrons are nonrelativistic. The photon energy is far above the binding energies and the energy lost to the atom, so the term of the interaction quadratic in the vector potential dominates. Intensities are in units of Thomson scattering by one free electron. For unpolarized light

dσ/dΩ = r_e² [(1 + cos²θ)/2] I,  r_e = e²/(4πε₀mc²),

where θ is the scattering angle. The amplitude for reaching atomic state k is

M_k = ⟨k| Σⱼ exp(iq·rⱼ) |0⟩.

Then F = M₀ and S = Σ_{k≠0} |M_k|². The small change of photon energy is neglected, both in the intensity factor and in q, so all final states share one q.

**A first estimate by scaling**

Hydrogen has one length, the Bohr radius a₀. If qa₀ ≪ 1, the phase qz varies little across the atom, and S is its variance, q²⟨z²⟩. Since ⟨z²⟩ is of order a₀², the estimate is

S ~ (qa₀)² for qa₀ ≪ 1.

It reaches 1, the whole intensity of one electron, near qa₀ = 1. There the elastic part should be giving way to the incoherent part.

In helium each electron sees a charge between 1 (full screening) and 2 (none). Take Z' = 3/2. Lengths shrink to a₀/Z', so the hydrogen form factor is to be used at q/Z'.

Correlation can be estimated too. The electrons repel with energy of order Z' hartree, and excitations cost of order Z'² hartree. The admixture of excited states is thus of order 1/Z'. Repulsion favours opposite sides of the nucleus, so

⟨r₁·r₂⟩ ~ -(1/Z')(a₀/Z')² = -a₀²/Z'³ ≈ -0.30 a₀².

This fixes a sign and a power of Z', but no numerical coefficient.

**Exact solution for hydrogen**

Because q is common to all final states, their completeness gives

I = Σ_k |M_k|² = ⟨0| |Σⱼ exp(iq·rⱼ)|² |0⟩.

For one electron the modulus squared is 1. Hence I = 1 and S = 1 - F².

The ground-state density is n(r) = exp(-2r/a₀)/(πa₀³). The average of exp(iq·r) over directions is sin(qr)/(qr), so

F = 4π ∫₀^∞ n r² [sin(qr)/(qr)] dr = [4/(a₀³q)] ∫₀^∞ r exp(-αr) sin(qr) dr,  α = 2/a₀.

Start from ∫₀^∞ exp(-αr) sin(qr) dr = q/(α² + q²). Applying -d/dα brings down a factor r:

∫₀^∞ r exp(-αr) sin(qr) dr = 2αq/(α² + q²)².

Therefore

F = 8α/[a₀³(α² + q²)²] = 16/[a₀⁴(4/a₀² + q²)²] = (1 + q²a₀²/4)⁻²,

S = 1 - (1 + q²a₀²/4)⁻⁴.

For small q the last expression gives S ≈ 4(q²a₀²/4) = (qa₀)². For large q, F ≈ 16/(qa₀)⁴, and nearly all scattering is incoherent.

The neglect of the energy loss can now be checked. Let A = exp(iqz). Moving A to the left of the kinetic energy replaces p_z by p_z + ħq, while the potential commutes with A. Thus

[H, A] = A [ħ²q²/(2m) + ħq p_z/m].

Since A†A = 1 and ⟨p_z⟩ = 0 in the ground state,

Σ_k (E_k - E₀)|M_k|² = ⟨A†[H, A]⟩ = ħ²q²/(2m).

This is the mean loss over all scattering events, elastic ones included. It equals the energy a free electron at rest would take up. The approximation requires it to be small beside the photon energy.

**Exact expression for helium**

The two electrons form a spin singlet with a symmetric spatial function. Expanding the square gives

|exp(iq·r₁) + exp(iq·r₂)|² = 2 + 2 cos[q·(r₁ - r₂)].

With P = ⟨cos[q·(r₁ - r₂)]⟩ and f = ½∫ n exp(iq·r) d³r,

F = 2f,  I = 2 + 2P,  S = 2 + 2P - 4f².

This I is the Waller-Hartree total. The density gives f, but P is an average over both positions at once and requires the pair density.

For a product φ(r₁)φ(r₂) the two averages separate, P = f², and

I_prod = 2 + 2f²,  S_prod = 2 - 2f².

To isolate correlation, take any correlated singlet with density n and compare it with the product in which φ = √(n/2). The two states have the same density and the same F. Their totals differ by

I - I_prod = 2(P - f²).

So knowledge of F does not fix I among two-electron states in general. If n is known to be the ground-state density of electrons with Coulomb repulsion, the Hohenberg-Kohn theorem does make I a functional of n, but it supplies no explicit formula for it. The comparison product need not be an eigenstate of the helium Hamiltonian; it serves to hold the density fixed.

For small q, expand the cosine and average over directions, with r₁₂ = |r₁ - r₂|:

P ≈ 1 - q²⟨r₁₂²⟩/6,  f² ≈ 1 - q²⟨r²⟩/3.

Since ⟨r₁₂²⟩ = 2⟨r²⟩ - 2⟨r₁·r₂⟩,

I - I_prod ≈ (2q²/3)⟨r₁·r₂⟩.

If the electrons tend to opposite sides of the nucleus, the total falls. The same expansion gives S ≈ (q²/3)⟨|r₁ + r₂|²⟩: at small q, incoherent scattering measures the fluctuation of the total dipole, which opposite displacements reduce.

**A correlated function that can be integrated**

From here to the end of this section lengths are in a₀, q is in 1/a₀ and energies are in hartree. Take the two-parameter Hylleraas function

ψ ∝ exp[-ζ(r₁ + r₂)] (1 + c r₁₂).

A positive c lowers the probability of close pairs relative to distant ones. Put κ = 2ζ and ρ(r) = κ³exp(-κr)/(8π), the normalized one-electron density for c = 0.

First find h(u), the probability density for the separation vector u when c = 0. It is the overlap of two copies of ρ whose centres are u apart. Let r_a and r_b be the distances from the centres, ξ = (r_a + r_b)/u and η = (r_a - r_b)/u. The volume element is (u³/8)(ξ² - η²)dξ dη dφ. Integrating over φ, and over η from -1 to 1,

h = [κ³/(8π)]² (πu³/4) ∫₁^∞ exp(-κuξ)(2ξ² - 2/3) dξ.

With x = κu, the integral is exp(-x)[4/(3x) + 4/x² + 4/x³]. Hence

h(u) = κ³exp(-κu)(1 + κu + κ²u²/3)/(64π).

Its mean separation is (6 + 24 + 40)/(16κ) = 35/(8κ), and its mean square separation is (24 + 120 + 240)/(16κ²) = 24/κ². The correlated pair density is h(u)(1 + cu)²/N, with

N = 1 + 35c/(4κ) + 24c²/κ².

Define

J_n(α) = ∫₀^∞ rⁿexp(-αr)sin(qr) dr = n! Im[(α - iq)^(-n-1)].

Averaging the cosine over directions gives sin(qu)/(qu), so

P = [κ³/(16qN)] ∫₀^∞ u(1 + cu)²(1 + κu + κ²u²/3)exp(-κu)sin(qu) du.

Multiplying out the polynomial,

P = [κ³/(16qN)] [J₁ + (κ + 2c)J₂ + (κ²/3 + 2cκ + c²)J₃ + (2cκ²/3 + c²κ)J₄ + (c²κ²/3)J₅],

where every J_n is taken at α = κ.

The density requires the mean distance A(r) from a point at radius r to an electron distributed as ρ. Averaged over a sphere of radius x, the distance is r + x²/(3r) for x < r and x + r²/(3x) for x > r. The second expression minus the first is -(x - r)³/(3rx). Since ρ has ⟨x²⟩ = 12/κ²,

A(r) = r + 4/(κ²r) - [κ³/(6r)] ∫_r^∞ x(x - r)³exp(-κx) dx.

Substituting x = r + y turns the integral into exp(-κr)(24/κ⁵ + 6r/κ⁴), so

A(r) = r + 4/(κ²r) - exp(-κr)[4/(κ²r) + 1/κ].

The mean square distance is r² + 12/κ². Thus n/2 = ρ[1 + 2cA + c²(r² + 12/κ²)]/N, and

f = [κ³/(2qN)] { (1 + 12c²/κ²)J₁(κ) + 2c[J₂(κ) + 4J₀(κ)/κ² - 4J₀(2κ)/κ² - J₁(2κ)/κ] + c²J₃(κ) }.

It remains to choose ζ and c. Let γ = c/ζ, and let T(γ) and V(γ) be the mean kinetic and potential energies at ζ = 1. Kinetic energy scales as ζ² and Coulomb energy as ζ, so E = ζ²T + ζV. Setting dE/dζ = 0 gives ζ = -V/(2T) and E = -V²/(4T). Numerical minimization over γ then yields ζ = 1.8497, c = 0.3658 and E = -78.67 eV.

**Comparing the estimate with the solution**

For hydrogen the estimate S ~ (qa₀)² has the right leading coefficient, because ⟨z²⟩ happens to equal a₀². At qa₀ = 0.5 it gives 0.25 against 0.215. At qa₀ = 1 it gives 1 against 0.590, so saturation is slower than estimated. At qa₀ = 2 the solution gives F² = 0.0625 and S = 0.9375. An explicit sum over diagonalized radial states reproduces both values.

For helium at qa₀ = 2, the estimate with Z' = 3/2 gives

f = (1 + 4/9)⁻² = 0.479,  F = 0.959,  I = 2 + 2(0.479)² = 2.459.

A better reference is full configuration interaction in the aug-cc-pVTZ basis. It includes all two-electron correlation that this basis can describe, but it retains a basis error and omits relativity and nuclear motion. It gives F = 1.054 and I = 2.479. The last digit is not converged: aug-cc-pV5Z gives F = 1.055 and I = 2.480, and a many-term expansion in powers of r₁ + r₂, r₁ - r₂ and r₁₂ (energy -2.903724 hartree) gives F = 1.056 and I = 2.480. The estimated F is 9% below this reference, yet the estimated total is within 1%. The agreement in I is a cancellation: too small an F lowers the total, while the missing correlation raises it. Totals from states with different densities therefore do not isolate correlation.

At equal density the effect is plain. The configuration-interaction density, put into a product, gives I_prod = 2.556, so

I - I_prod = 2.479 - 2.556 = -0.077,

or 3% of the product total. Since F² is common to both, the whole change lies in S, which falls from 1.444 to 1.368, by about 5%. In the many-term expansion these become 1.443 and 1.366, and the difference stays at -0.077. The Hylleraas function gives a difference of -0.074.

At small q the two calculations agree less well. At qa₀ = 0.5 the differences are -0.0134 for the Hylleraas function and -0.0106 for configuration interaction. The former has ⟨r₁·r₂⟩ = -0.0869 a₀², and the small-q formula then gives

(2/3)(0.5)²(-0.0869) = -0.0145,

already close to its full value of -0.0134. Here the two-parameter function is the poorer one: the many-term expansion gives a difference of -0.0105 and ⟨r₁·r₂⟩ = -0.0647 a₀². The scaling estimate of -0.30 a₀² had the right sign but was too large in magnitude, by a factor of 3.4 relative to the two-parameter value and 4.6 relative to the many-term one.

**The region of large q**

A product has I_prod ≥ 2, because f² cannot be negative. The Hylleraas total falls below 2 beyond qa₀ = 6.19. To see why, write G(u) for the pair density averaged over directions, again with lengths in a₀. Then

P = (4π/q) ∫₀^∞ uG(u)sin(qu) du.

Repeated integration by parts gives -(uG)''/q³ at u = 0 as the leading term of the integral. Since (uG)'' = 2G'(0) there,

P ≈ -8πG'(0)/q⁴.

For the Hylleraas function h'(0) = 0, so G'(0) = 2c h(0)/N, which is positive. The negative tail comes from the linear rise of the pair density away from contact. It eventually outweighs f², which falls as q⁻⁸.

The nonrelativistic Schrödinger equation demands such a rise. Near contact let ψ ∝ 1 + bu. The relative kinetic energy contributes -∇²(bu) = -2b/u, which must cancel the repulsion 1/u, so b = 1/2. The leading tail is therefore negative for nonrelativistic helium as well.

At qa₀ = 8, however, the Hylleraas total is 1.9993 and the configuration-interaction total is 2.0005. A finite set of Gaussian orbitals is smooth at electron contact and cannot produce the q⁻⁴ tail. The positive sign of I - 2 is a basis error: the total becomes 1.9997 in aug-cc-pVQZ, 1.9993 in aug-cc-pV5Z and 1.9991 in the many-term expansion. The value 6.19 belongs to the two-parameter function; the many-term expansion puts the crossing near qa₀ = 5.9.

**A photon of 20 keV**

For qa₀ = 2,

q = 2/(5.291772 × 10⁻¹¹ m) = 3.779 × 10¹⁰ m⁻¹.

With photon wave number k = E/(ħc), the relation q = 2k sin(θ/2) gives θ = 21.49°. The free-electron loss, taken here as the scale of the loss in helium, is 54.4 eV, or 0.27% of the photon energy, well below the 3% correlation effect. The Thomson factor is 7.408 × 10⁻³⁰ m²/sr, so for helium

dσ/dΩ = 7.408 × 10⁻³⁰ × 2.479 ≈ 1.84 × 10⁻²⁹ m²/sr,

against 1.89 × 10⁻²⁹ m²/sr for the product of equal density. More figures would not be meaningful, because the neglected energy loss alone changes the result by a few parts in a thousand, enough to affect the third figure.

The loss grows as q². At qa₀ = 8 it would be 16 × 54.4 ≈ 871 eV, over 4% of the photon energy. The correlation effect there is only of order 0.1% of the total, so at 20 keV the common-q approximation is too coarse to resolve it. The remaining values are in the numerical output.

Computed values

```
Bohr radius a0 = 5.291772e-11 m
Hydrogen (dimensionless):
q*a0=0.5: F=0.885813, F^2=0.784665, S=0.215335
q*a0=1.0: F=0.640000, F^2=0.409600, S=0.590400
q*a0=2.0: F=0.250000, F^2=0.062500, S=0.937500
q*a0=4.0: F=0.040000, F^2=0.001600, S=0.998400
q*a0=8.0: F=0.003460, F^2=0.000012, S=0.999988
Hydrogen sums over explicit states at q*a0 = 2:
elastic = 0.062500, inelastic = 0.937500
energy-weighted sum = 54.4228 eV
Helium, two-parameter correlated function:
zeta = 1.849685, c = 0.365796 (dimensionless)
model energy = -78.6714 eV
mean r1.r2 = -0.086856 a0^2
q*a0=0.5: F=1.913209, total=3.816806, S=0.156435
  same-density product total=3.830185, difference=-0.013379
q*a0=1.0: F=1.684358, total=3.375997, S=0.538936
  same-density product total=3.418531, difference=-0.042533
q*a0=2.0: F=1.085222, total=2.514522, S=1.336816
  same-density product total=2.588853, difference=-0.074331
q*a0=4.0: F=0.345805, total=2.030937, S=1.911356
  same-density product total=2.059791, difference=-0.028853
q*a0=8.0: F=0.048845, total=1.999317, S=1.996931
  same-density product total=2.001193, difference=-0.001876
model total equals 2 at q*a0 = 6.1915
at q*a0 = 7.4297: model total = 1.999286
Helium, full CI in aug-cc-pVTZ:
Hartree-Fock energy = -77.8568 eV
full CI energy = -78.9293 eV
q*a0=0.5: F=1.904084, total=3.802132, S=0.176596
  same-density product total=3.812768, difference=-0.010636
q*a0=1.0: F=1.658028, total=3.337012, S=0.587955
  same-density product total=3.374528, difference=-0.037516
q*a0=2.0: F=1.054172, total=2.478896, S=1.367616
  same-density product total=2.555640, difference=-0.076744
q*a0=4.0: F=0.351467, total=2.028055, S=1.904526
  same-density product total=2.061764, difference=-0.033709
q*a0=8.0: F=0.054675, total=2.000549, S=1.997560
  same-density product total=2.001495, difference=-0.000945
Photon example at q*a0 = 2:
photon energy = 20000 eV
q = 3.779452e+10 1/m, angle = 21.4910 degrees
free-electron energy loss = 54.4228 eV
Thomson factor per electron = 7.407897e-30 m^2/sr
He cross-section, full CI = 1.836340e-29 m^2/sr
He, same-density product = 1.893191e-29 m^2/sr
```
